# Partitioned order-disorder model and a reciprocal parameter for short-range order: a program that tests the result

```python
"""Partitioned order-disorder model and the reciprocal parameter for weak
short-range order (SRO), tested for a binary A-B phase on two equal sublattices.

Results under test, energies per mole of sites:
  G(y1,y2) = G_dis(x) + G_ord(y1,y2) - G_ord(x,x),   x = (y1+y2)/2
  SRO energy ~ L*Y,  L = -z*D^2/(4RT),  Y = y1(1-y1)y2(1-y2)
y1, y2: fractions of A on the sublattices; z: neighbours of a site, all on the
other sublattice; D = e_AA + e_BB - e_AB - e_BA: reciprocal energy per mole of
bonds; s = (y1-y2)/2: order variable. Pure A and pure B have zero energy.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import R, N_A, physical_constants
from scipy.optimize import brentq, minimize_scalar, root
from scipy.special import xlogy

z = 8
D = 6000.0
G_AB = -z * D / 4          # fully ordered compound, per mole of sites


def site_sum(y):
    return xlogy(y, y) + xlogy(1 - y, 1 - y)


def Y_product(y1, y2):
    return y1 * (1 - y1) * y2 * (1 - y2)


def L_reciprocal(T):
    return -z * D**2 / (4 * R * T)


def third_order(y1, y2, T):
    return (z * Y_product(y1, y2) * D**3 * (1 - 2*y1) * (1 - 2*y2)
            / (12 * (R * T)**2))


def G_sublattice(y1, y2, T, L):
    """Compound-energy model with a reciprocal parameter L."""
    return (G_AB * (y1 * (1 - y2) + (1 - y1) * y2)
            + R * T / 2 * (site_sum(y1) + site_sum(y2))
            + L * Y_product(y1, y2))


def G_random(y1, y2, T):
    return G_sublattice(y1, y2, T, 0.0)


def G_recip(y1, y2, T):
    return G_sublattice(y1, y2, T, L_reciprocal(T))


def G_disordered(x, T, L):
    """Redlich-Kister solution, including the disordered part of the SRO."""
    L0, L2 = 2 * G_AB + L / 4, -L / 4
    return x * (1 - x) * (L0 + L2 * (1 - 2*x)**2) + R * T * site_sum(x)


def pair_solution(y1, y2, T):
    """Full quasichemical minimum: pair shift eps and total free energy."""
    q = np.array([y1*y2, (1-y1)*(1-y2), y1*(1-y2), (1-y1)*y2])
    sign = np.array([1, 1, -1, -1])
    low, high = -min(q[0], q[1]), min(q[2], q[3])
    margin = 1e-12 * (high - low)

    def balance(eps):
        return D + R * T * np.dot(sign, np.log(q + sign * eps))

    eps = brentq(balance, low + margin, high - margin, xtol=1e-16)
    p = q + sign * eps
    energy = -z * D / 4 * (p[2] + p[3])
    free = (energy + z / 2 * R * T * np.sum(p * np.log(p / q))
            + R * T / 2 * (site_sum(y1) + site_sum(y2)))
    return eps, free


def G_quasi(y1, y2, T):
    return pair_solution(y1, y2, T)[1]


def curvature(model, T, h=1e-3):
    """Second derivative in s at the equiatomic disordered state."""
    return (model(.5+h, .5-h, T) - 2*model(.5, .5, T)
            + model(.5-h, .5+h, T)) / h**2


def equilibrium_s(model, T):
    grid = np.linspace(0, 0.4999, 301)
    values = [model(.5+s, .5-s, T) for s in grid]
    k = int(np.argmin(values))
    lo, hi = grid[max(k-1, 0)], grid[min(k+1, len(grid)-1)]
    return minimize_scalar(lambda s: model(.5+s, .5-s, T), bounds=(lo, hi),
                           method="bounded", options={"xatol": 1e-9}).x


# Zero ordering slope at every composition forces symmetric parameters.
x, s = sp.symbols("x s")
gab, gba, ab_a, ab_b, a_ab, b_ab = sp.symbols("gab gba ab_a ab_b a_ab b_ab")
u, v = x + s, x - s
general = (u*(1-v)*gab + (1-u)*v*gba + u*(1-u)*(v*ab_a + (1-v)*ab_b)
           + v*(1-v)*(u*a_ab + (1-u)*b_ab))
slope = sp.expand(sp.diff(general, s).subs(s, 0))
solution = sp.solve(sp.Poly(slope, x).coeffs(), [gab, ab_a, ab_b], dict=True)
assert len(solution) == 1
assert all(sp.simplify(solution[0][a] - b) == 0
           for a, b in [(gab, gba), (ab_a, a_ab), (ab_b, b_ab)])

# Exact enumeration of a cube (8 sites, 12 bonds) at fixed sublattice means.
states = np.array(list(itertools.product([0, 1], repeat=8)))
even = [i for i in range(8) if bin(i).count("1") % 2 == 0]
odd = [i for i in range(8) if i not in even]
bonds = [(i, i ^ (1 << b)) for i in even for b in range(3)]
n_AA = sum(states[:, i] * states[:, j] for i, j in bonds)
n_even, n_odd = states[:, even].sum(1), states[:, odd].sum(1)


def cube_sro(b, y1, y2):
    """Exact minus random-mixing free energy over RT, with b = D/RT."""
    def weights(h):
        return np.exp(-b * n_AA + h[0] * n_even + h[1] * n_odd)

    def mismatch(h):
        w = weights(h)
        w = w / w.sum()
        return [w @ n_even / 4 - y1, w @ n_odd / 4 - y2]

    start = [np.log(y1/(1-y1)), np.log(y2/(1-y2))]
    found = root(mismatch, start, tol=1e-12)
    h = found.x
    assert np.max(np.abs(mismatch(h))) < 1e-9
    exact = -np.log(weights(h).sum()) + 4 * (y1*h[0] + y2*h[1])
    return exact - len(bonds)*b*y1*y2 - 4*(site_sum(y1) + site_sum(y2))


b, c1, c2 = 0.02, 0.7, 0.2
plus, minus = cube_sro(b, c1, c2), cube_sro(-b, c1, c2)
Yc = Y_product(c1, c2)
ratio2 = (plus + minus) / 2 / (-len(bonds) * Yc * b**2 / 2)
ratio3 = ((plus - minus) / 2
          / (len(bonds) * Yc * b**3 * (1-2*c1) * (1-2*c2) / 6))
assert abs(ratio2 - 1) < 2e-3      # remainder is of relative order b^2
assert abs(ratio3 - 1) < 5e-3

# Quasichemical minimum in the weak-order limit.
T_hot, y1, y2 = 20000.0, 0.7, 0.1
eps_hot, F_hot = pair_solution(y1, y2, T_hot)
sro_hot = F_hot - G_random(y1, y2, T_hot)
series_hot = (L_reciprocal(T_hot) * Y_product(y1, y2)
              + third_order(y1, y2, T_hot))
assert abs(sro_hot / series_hot - 1) < 1e-3
H_over_F = z * D * eps_hot / 2 / sro_hot
assert abs(H_over_F - 2) < 0.03    # next order is linear in D/RT

# Partition at a partly ordered state.
T = 1600.0
L = L_reciprocal(T)
xm = (y1 + y2) / 2
dis = G_disordered(xm, T, L)
ordered = G_sublattice(y1, y2, T, L)
ordered_mean = G_sublattice(xm, xm, T, L)
total = dis + ordered - ordered_mean
assert abs(total - G_recip(y1, y2, T)) < 1e-7
forgotten = G_disordered(xm, T, 0.0) + ordered - ordered_mean
gap = total - forgotten
assert abs(gap - L * xm**2 * (1-xm)**2) < 1e-7
dT = 0.1
L_slope = (L_reciprocal(T+dT) - L_reciprocal(T-dT)) / (2*dT)
L_intercept = L - L_slope * T
assert abs(L_intercept / (2*L) - 1) < 1e-6

# Ordering temperatures from curvature, against the closed expressions.
T_bw = brentq(lambda q: curvature(G_random, q), 1000, 2000)
T_rec = brentq(lambda q: curvature(G_recip, q), 800, 1440)
T_low = brentq(lambda q: curvature(G_recip, q), 100, 600)
T_qc = brentq(lambda q: curvature(G_quasi, q), 800, 1440)
T0 = z * D / (4 * R)
assert abs(T_bw - T0) < 0.05
assert abs(T_rec - T0 * (1 + np.sqrt(1 - 4/z)) / 2) < 0.05
assert abs(T_low - T0 * (1 - np.sqrt(1 - 4/z)) / 2) < 0.05
assert abs(T_qc - D / (2 * R * np.log(z/(z-2)))) < 0.05
assert curvature(G_recip, T_low - 10) > 0 > curvature(G_recip, T_low + 10)

# Continuous transition: compare the global minimum with the quartic expansion.
assert equilibrium_s(G_recip, T_rec + 1) < 1e-3
Tn = T_rec - 1
quadratic = -z*D/2 + 2*R*Tn + z*D**2/(8*R*Tn)
quartic = 4*R*Tn/3 - z*D**2/(4*R*Tn)
s_near = equilibrium_s(G_recip, Tn)
assert quartic > 0
assert abs(s_near**2 / (-quadratic / (2*quartic)) - 1) < 0.03

T_ord = 1000.0
orders = [2 * equilibrium_s(m, T_ord) for m in (G_random, G_recip, G_quasi)]
hartree_mol = physical_constants["Hartree energy"][0] * N_A

print(f"neighbours per site z: {z}")
print(f"reciprocal bond energy D: {D:.0f} J/mol of bonds")
print(f"ordered compound energy G_AB: {G_AB:.0f} J/mol of sites")
print(f"reciprocal energy Delta G_rec: {-2*G_AB:.0f} J/mol of sites")
print(f"cube test, D/RT: {b:.2f}, y1: {c1:.1f}, y2: {c2:.1f}")
print(f"cube exact/second-order term: {ratio2:.6f}")
print(f"cube exact/third-order term: {ratio3:.6f}")
print(f"SRO enthalpy/free energy at {T_hot:.0f} K: {H_over_F:.4f}")
print(f"example temperature: {T:.0f} K; D/RT: {D/(R*T):.4f}")
print(f"reciprocal parameter L: {L:.1f} J/mol of sites")
print(f"same L: {1000*L/hartree_mol:.4f} millihartree per site")
print(f"disordered increments L0, L2: {L/4:.1f}, {-L/4:.1f} J/mol")
print(f"tangent of L, constant: {L_intercept:.1f} J/mol")
print(f"tangent of L, slope: {L_slope:.4f} J/(mol K)")
for a, c in [(0.5, 0.5), (y1, y2)]:
    eps, full = pair_solution(a, c, T)
    second = L * Y_product(a, c)
    print(f"state y1={a:.1f}, y2={c:.1f}: Y = {Y_product(a, c):.5f}")
    print(f"  pair shift, full: {eps:.5f}; "
          f"first order: {-Y_product(a, c)*D/(R*T):.5f}")
    print(f"  SRO energy, second order: {second:.2f} J/mol")
    print(f"  SRO energy, through third: "
          f"{second + third_order(a, c, T):.2f} J/mol")
    print(f"  SRO energy, full quasichemical: "
          f"{full - G_random(a, c, T):.2f} J/mol")
print(f"partition at y1={y1:.1f}, y2={y2:.1f}, x={xm:.1f}, T={T:.0f} K:")
print(f"  G_dis(x): {dis:.2f} J/mol")
print(f"  G_ord(y1,y2): {ordered:.2f} J/mol")
print(f"  G_ord(x,x): {ordered_mean:.2f} J/mol")
print(f"  total G: {total:.2f} J/mol")
print(f"  total if SRO is left out of G_dis: {forgotten:.2f} J/mol")
print(f"  SRO energy lost by that omission: {gap:.2f} J/mol")
print(f"ordering temperature, random mixing: {T_bw:.1f} K")
print(f"ordering temperature, reciprocal model: {T_rec:.1f} K")
print(f"ordering temperature, full quasichemical: {T_qc:.1f} K")
print(f"ratios to random mixing: {T_rec/T_bw:.4f}, {T_qc/T_bw:.4f}")
print(f"spurious lower stability limit, reciprocal: {T_low:.1f} K")
print(f"quartic coefficient 1 K below ordering: {quartic:.0f} J/mol")
print(f"order parameter y1-y2 at x=0.5, T={T_ord:.0f} K:")
print(f"  random mixing: {orders[0]:.4f}")
print(f"  reciprocal model: {orders[1]:.4f}")
print(f"  full quasichemical: {orders[2]:.4f}")
print("checks complete")
```

It prints:

```
neighbours per site z: 8
reciprocal bond energy D: 6000 J/mol of bonds
ordered compound energy G_AB: -12000 J/mol of sites
reciprocal energy Delta G_rec: 24000 J/mol of sites
cube test, D/RT: 0.02, y1: 0.7, y2: 0.2
cube exact/second-order term: 1.000006
cube exact/third-order term: 1.000068
SRO enthalpy/free energy at 20000 K: 2.0038
example temperature: 1600 K; D/RT: 0.4510
reciprocal parameter L: -5412.3 J/mol of sites
same L: -2.0614 millihartree per site
disordered increments L0, L2: -1353.1, 1353.1 J/mol
tangent of L, constant: -10824.5 J/mol
tangent of L, slope: 3.3827 J/(mol K)
state y1=0.5, y2=0.5: Y = 0.06250
  pair shift, full: -0.02807; first order: -0.02819
  SRO energy, second order: -338.27 J/mol
  SRO energy, through third: -338.27 J/mol
  SRO energy, full quasichemical: -337.55 J/mol
state y1=0.7, y2=0.1: Y = 0.01890
  pair shift, full: -0.00906; first order: -0.00852
  SRO energy, second order: -102.29 J/mol
  SRO energy, through third: -107.21 J/mol
  SRO energy, full quasichemical: -106.76 J/mol
partition at y1=0.7, y2=0.1, x=0.4, T=1600 K:
  G_dis(x): -15024.91 J/mol
  G_ord(y1,y2): -14247.81 J/mol
  G_ord(x,x): -15024.91 J/mol
  total G: -14247.81 J/mol
  total if SRO is left out of G_dis: -13936.06 J/mol
  SRO energy lost by that omission: -311.75 J/mol
ordering temperature, random mixing: 1443.3 K
ordering temperature, reciprocal model: 1231.9 K
ordering temperature, full quasichemical: 1254.2 K
ratios to random mixing: 0.8536, 0.8690
spurious lower stability limit, reciprocal: 211.4 K
quartic coefficient 1 K below ordering: 6611 J/mol
order parameter y1-y2 at x=0.5, T=1000 K:
  random mixing: 0.8354
  reciprocal model: 0.7809
  full quasichemical: 0.7731
checks complete
```
